# Why UHF-CCSD(T) Errs Most While Bond Spins Recouple

## A single bond with nothing around it

Take two electrons in a bonding orbital \(g\) and an antibonding orbital \(u\), both real and orthonormal. When the bond is stretched far enough, unrestricted Hartree–Fock (UHF) gives the two spins different orbitals,

\[
a=c\,g+s\,u,\qquad b=c\,g-s\,u,\qquad c=\cos\theta,\; s=\sin\theta ,
\]

with the \(\alpha\) electron in \(a\) and the \(\beta\) electron in \(b\). Writing a bar for \(\beta\) spin and multiplying out the determinant,

\[
\Phi=|a\bar b|=c^2|g\bar g|-s^2|u\bar u|-cs\big(|g\bar u|-|u\bar g|\big).
\]

The first two terms are singlets. The bracket has spatial part \(g(1)u(2)-u(1)g(2)\), which is antisymmetric, so its spin part is symmetric and it is a triplet. Its norm is \(\sqrt2\), and the triplet weight is therefore

\[
w=2c^2s^2=\tfrac12\sin^2 2\theta .
\]

Since \(S^2\) is 2 in a triplet and 0 in a singlet, \(\langle S^2\rangle=2w\). The weight runs from 0, where UHF coincides with RHF, to \(\tfrac12\), where \(a\) and \(b\) sit on different atoms.

The remedy is visible in the formula. Exchange the orbitals of the two spins, which changes the sign of \(s\):

\[
\Phi'=|b\bar a|=c^2|g\bar g|-s^2|u\bar u|+cs\big(|g\bar u|-|u\bar g|\big).
\]

In \(\Phi+\Phi'\) the triplet cancels. This is spin recoupling: "up here, down there" is combined with "down here, up there".

CCSD can do this without error for an isolated pair. Any two-electron state that overlaps \(\Phi\) can be scaled to \((1+C_1+C_2)\Phi\), with \(C_1\) and \(C_2\) single and double excitations. Because \(e^{T_1+T_2}\Phi=(1+T_1+T_2+\tfrac12T_1^2)\Phi\) for two electrons, the choice \(T_1=C_1\), \(T_2=C_2-\tfrac12C_1^2\) reproduces it. Spin contamination of the reference is thus harmless by itself. In BH at 5.0 bohr, with one occupied orbital of each spin held fixed so that two electrons remain, CCSD from the contaminated reference reproduces an exact eigenvalue to about \(10^{-10}\,E_\mathrm h\). The trouble must come from the other electrons.

## What contamination costs at the mean-field level

For more electrons, with \(N_\alpha=N_\beta\), let \(P\) exchange the two spins. States with \(M_S=0\) have \(P=(-1)^S\), with the phase chosen so that closed shells have \(P=+1\). The part of \(\Phi\) with odd spin is \(\tfrac12(1-P)\Phi\). Since \(P^2=1\), its squared norm is

\[
w=\tfrac12\big(1-\langle\Phi|\Phi'\rangle\big)=\tfrac12\big(1-(\det\mathbf S)^2\big),\qquad \Phi'=P\Phi ,
\]

where \(\mathbf S\) holds the overlaps of occupied \(\alpha\) with occupied \(\beta\) orbitals. One determinant arises from each spin, hence the square.

The Hamiltonian commutes with \(P\). Two results follow. First, \(\langle\Phi'|H|\Phi'\rangle=E_\mathrm{UHF}\): flipping the spins costs nothing. Second, \(H\) does not connect even and odd spin, so

\[
E_\mathrm{UHF}=(1-w)E_\mathrm{even}+wE_\mathrm{odd}
\;\Rightarrow\;
E_\mathrm{UHF}-E_\mathrm{even}=w\,(E_\mathrm{odd}-E_\mathrm{even}).
\]

This cost is zero before symmetry breaking because \(w=0\). It is zero again at dissociation because singlet and triplet become degenerate. It must therefore peak in between, provided the odd part lies above the even part, as it does here.

A convenient measure is \(w\Delta\), where \(\Delta\) is the gap between the lowest \({}^1\Sigma^+\) and \({}^3\Sigma^+\) states from full configuration interaction (FCI). All results here use the 6-31G basis with the lowest molecular orbital frozen, and FCI is exact only within that space. UHF is restricted to axially symmetric solutions. For BH at 2.4 and 3.2 bohr a lower UHF solution exists that breaks axial symmetry and is already spin-contaminated (lower by about 6 and 2.5 m\(E_\mathrm h\), with \(\langle S^2\rangle\approx0.46\) and \(0.31\); at 4.2 and 6.0 bohr the axial solution is stable), so a search without this restriction need not give the \(\langle S^2\rangle=0\) listed below. For BH at 4.2 bohr, \(w\Delta=0.335\times69.9=23.4\) m\(E_\mathrm h\), close to the mean-field cost of 22.5 m\(E_\mathrm h\) computed from \(\Phi\) and \(\Phi'\).

## How large the CCSD(T) error is

Errors are \(E-E_\mathrm{FCI}\) at the same distance. The full curves are in the numerical output; these are the main points.

| Molecule | \(R\)/bohr | \(\langle S^2\rangle\) | \(w\Delta\)/m\(E_\mathrm h\) | CCSD(T) error/m\(E_\mathrm h\) |
|---|---|---|---|---|
| BH | 2.4 | 0 | 0 | 0.30 |
| BH | 4.2 | 0.67 | 23.4 | 0.66 |
| BH | 6.0 | 0.97 | 4.2 | 1.43 |
| BH | 9.0 | 1.00 | 0.04 | 0.21 |
| Hydrogen fluoride | 1.8 | 0 | 0 | 0.44 |
| Hydrogen fluoride | 3.0 | 0.70 | 38.5 | 1.47 |
| Hydrogen fluoride | 4.3 | 0.97 | 6.6 | 3.45 |
| Hydrogen fluoride | 6.5 | 1.00 | 0.10 | 0.23 |

The largest errors on these grids are 1.43 m\(E_\mathrm h\) (3.8 kJ/mol) for BH and 3.45 m\(E_\mathrm h\) (9.0 kJ/mol) for hydrogen fluoride. Both lie at intermediate distance.

They do not lie where the contamination cost is largest. That cost peaks at 4.2 and 3.0 bohr, and the CCSD(T) error peaks later, at 6.0 and 4.3 bohr. At the cost maximum of BH, CCSD(T) recovers nearly all of the recoupling energy. An explanation must therefore say which fraction is lost, as well as how much is at stake.

## Why the other electrons need triples

Let a lone pair accompany the bond. The unpaired \(\alpha\) electron in \(a\) acts differently on the two lone-pair electrons, so their orbitals differ slightly: \(\ell_\beta\simeq\ell_\alpha+\eta x\), with \(x\) a virtual orbital and \(\eta\) small. In \(\Phi'\) the two lone-pair orbitals have exchanged roles along with \(a\) and \(b\).

Let \(F\) be the double excitation that flips the bond spins, and let \(X\) be the sum of the two single excitations of the lone pair into \(x\), with their signs. When \(a\) and \(b\) no longer overlap, to first order in \(\eta\),

\[
\Phi+\Phi'=\big[1+F(1+\eta X)\big]\Phi .
\]

The cluster operator is the logarithm of the bracket. Its series is \(A-\tfrac12A^2+\dots\) with \(A=F(1+\eta X)\). Because \(F\) cannot excite the same electrons twice, \(F^2=0\), hence \(A^2=0\) and

\[
T=F+\eta FX .
\]

The second term is a connected triple excitation. It cannot be built as a product \(T_1T_2\), because \(T_1\) contains no \(X\): the lone pair must readjust if the bond has flipped, and must stay as it is if the bond has not. To second order in \(\eta\), both lone-pair electrons readjust and connected quadruples appear. Differences in the correlation of the lone pair before and after the flip add further terms.

In BH the triples of the state \(\Phi+\Phi'\) are zero without symmetry breaking and have norm 0.024 at 6.0 bohr. The CCSDT triples there have norm 0.068. By the triangle inequality, the difference between the two sets has a norm of at least 0.044. Orbital readjustment alone therefore does not account for the triples, and correlation must supply the rest. For example, after the flip the \(\beta\) electron in \(a\) and the \(\alpha\) lone-pair electron can avoid each other by moving together to other orbitals \(y\) and \(x\). Counted from \(\Phi\), three electrons have then moved: \(a\to b\) and \(\ell_\alpha\to x\) with \(\alpha\) spin, and \(b\to y\) with \(\beta\) spin. This is also a triple excitation, but not of the form \(FX\). At 6.0 bohr the triples of the form \(FX\) are the smaller part of the total. In the connected triples of the FCI singlet (norm 0.070) they carry about 9% of the squared norm, while triples of the type just described, together with their spin mirror images, carry about 54%.

## Why (T) does not supply them

The (T) correction uses triples amplitudes from leading-order perturbation theory. The zeroth-order Hamiltonian is the Fock operator, diagonal in the canonical UHF orbitals, and \(V\) is the remainder of \(H\). For a triply excited determinant \(K\),

\[
D_Kt_K+\langle K|VT_2|\Phi\rangle=0
\;\Rightarrow\;
t_K=-\frac{\langle K|VT_2|\Phi\rangle}{D_K},
\]

where \(D_K\) is the sum of virtual minus occupied orbital energies.

Consider what \(D_K\) contains for the flip. In \(\Phi\), the \(\alpha\) electron in \(a\) feels the electron in \(b\), with energy \(h_a+J_{ab}\); its interaction with itself cancels between Coulomb and exchange. The \(\beta\) electron in \(b\) has \(h_b+J_{ab}\). An \(\alpha\) orbital placed at \(b\) feels both occupied orbitals and has exchange only with \(a\), giving \(h_b+J_{ab}+J_{bb}-K_{ab}\). A \(\beta\) orbital placed at \(a\) has \(h_a+J_{ab}+J_{aa}-K_{ab}\). The energy charged for the flip is the difference of the sums,

\[
D_F=J_{aa}+J_{bb}-2K_{ab}.
\]

Here common lone-pair terms have been dropped. Each electron is charged for meeting its partner on the new atom, although the partner leaves at the same moment. The true cost is zero. For BH at 6.0 bohr the Fock operator charges 1.06 \(E_\mathrm h\).

Now let the lone pair respond after the flip, at a further cost \(\omega\). If \(v\) couples \(F\Phi\) to \(FX\Phi\) and \(t\) is the amplitude of \(F\), then, schematically,

\[
t_{FX}^{\text{true}}\simeq-\frac{v\,t}{\omega},
\qquad
t_{FX}^{(\mathrm T)}\simeq-\frac{v\,t}{D_F+\omega}.
\]

The perturbative amplitude is too small by the factor \(\omega/(D_F+\omega)\), even if \(t\) is right. If CCSD makes \(t\) too small as well, the error compounds, because the energy correction is \(t_{FX}\) times another factor \(vt\) and so scales as \(t^2\).

In BH, from the onset of symmetry breaking up to 7.0 bohr, the perturbative triples fall further below those of CCSDT as the bond is stretched. The ratio of the CCSDT to the perturbative triples norm is \(0.0240/0.0164=1.5\) at 2.4 bohr and \(0.0681/0.0210=3.2\) at 6.0 bohr. At 9.0 bohr it drops back to 2.0. The CCSDT norm there is only 0.023, against 0.074 for the FCI singlet, which indicates that CCSDT itself no longer recouples the spins once almost no energy depends on it. These norms include triples of every kind, so they do not test the formula for \(FX\) by itself. Nor do they separate the effect of the denominators from that of the amplitude \(t\).

The energies locate the fault more directly. Split the error as

\[
E_{(\mathrm T)}-E_\mathrm{FCI}
=\big(E_{(\mathrm T)}-E_\mathrm{CCSDT}\big)
+\big(E_\mathrm{CCSDT}-E_\mathrm{FCI}\big).
\]

At 6.0 bohr this reads \(1.432=1.414+0.018\) m\(E_\mathrm h\). Nearly all of the error comes from treating triples by perturbation theory, and little from the missing quadruples. Passing from CCSD to CCSDT lowers the energy by \(2.594-0.018=2.576\) m\(E_\mathrm h\), of which (T) supplies \(2.594-1.432=1.162\) m\(E_\mathrm h\), or 45%. The share is 74% at 2.4 bohr and 32% at 7.0 bohr, and it returns to 65% at 9.0 bohr. No CCSDT energies were computed for hydrogen fluoride, so for that molecule the same cause is an inference from the similar curves.

## Why the maximum comes late

A two-state model shows how the lost fraction depends on the gap. Let \(\Phi\) and \(\Phi'\) now include the response of the other electrons, and take them as orthogonal, which suits the region where \(w\) is close to \(\tfrac12\). Let \(-K\) be their coupling, with \(K>0\). By symmetry their energies are equal. An approximate method that dresses \(\Phi\) well and \(\Phi'\) poorly places \(\Phi'\) too high, by \(\delta\). With the energy of \(\Phi\) as zero and \(\Psi=\Phi+t\Phi'\), projection on the two states gives

\[
E=-Kt,\qquad -K+\delta t=Et .
\]

Inserting the first equation into the second gives

\[
Kt^2+\delta t-K=0,\qquad
t=\sqrt{1+y^2}-y,\qquad y=\frac{\delta}{2K}.
\]

The positive root is the singlet. For \(\delta=0\) it has \(t=1\) and \(E=-K\), and the triplet lies at \(+K\), so \(\Delta=2K\) and \(w\Delta=K\). The energy lost through \(\delta\) is

\[
L=-Kt+K=w\Delta\,(1-t),\qquad y=\frac{\delta}{\Delta}.
\]

There are two limits:

- For \(\Delta\gg\delta\), \(t\simeq1-y\) and \(L\simeq\delta/2\). The coupling enforces the right mixture, and the loss is half the defect in the dressing, however large \(w\Delta\) is.
- For \(\Delta\ll\delta\), \(t\simeq\Delta/(2\delta)\to0\) and \(L\to\Delta/2\). Recoupling fails almost completely, but little energy depends on it.

If \(\delta\) grows as the bond is stretched, the loss can grow with it until the falling gap caps it at \(\Delta/2\). The maximum then lies near the crossover, where \(\Delta\) is no longer large compared with \(\delta\). In both molecules this is beyond the maximum of \(w\Delta\).

The computed curves can be read in these terms. Take the error at the largest distance as the fragment error, assume it is constant, and call the remainder \(L\). For BH at 6.0 bohr, \(L=1.432-0.205=1.227\) m\(E_\mathrm h\). The lost fraction is \(1-t=1.227/4.19=0.29\), so \(t=0.71\). The quadratic equation gives \(\delta/\Delta=(1-t^2)/(2t)=0.35\), and \(\delta=0.35\times8.63\simeq3\) m\(E_\mathrm h\). The other points follow in the same way.

| Molecule | \(R\)/bohr | \(\Delta\)/m\(E_\mathrm h\) | Lost fraction | \(\delta\)/m\(E_\mathrm h\) |
|---|---|---|---|---|
| BH | 5.0 | 30.0 | 0.05 | 1.6 |
| BH | 6.0 | 8.6 | 0.29 | 3 |
| BH | 7.0 | 2.1 | 0.74 | 4 |
| Hydrogen fluoride | 3.7 | 37.9 | 0.10 | 4 |
| Hydrogen fluoride | 4.3 | 13.6 | 0.49 | 10 |
| Hydrogen fluoride | 5.0 | 3.8 | 0.80 | 9 |

The outermost values are sensitive to the assumed fragment error, which can itself contain up to \(w\Delta\) of lost recoupling energy. Taking all of that 0.10 m\(E_\mathrm h\) out of the hydrogen fluoride value would raise \(\delta\) at 5.0 bohr from 9 to 13 m\(E_\mathrm h\).

Since \(\delta\) is extracted from each point, this is an interpretation and not a test of the model. Nor does \(\delta\) grow steadily from the start: for hydrogen fluoride the same recipe gives 5 m\(E_\mathrm h\) at 2.7 bohr and 3 m\(E_\mathrm h\) at 3.3 bohr. At such distances \(\Phi\) and \(\Phi'\) still overlap, and the model is less suitable. In these terms the maximum needs two trends. At fixed \(\delta\), the loss \(L=K+\delta/2-\sqrt{K^2+\delta^2/4}\) only falls as \(K\) falls, so the model assigns the rise of the error to the growth of \(\delta\) and its later fall to the closing gap. CCSD(T) is not itself a two-state diagonalization, so \(\delta\) is an effective quantity.

The model also suggests why the (T) correction falls faster than the triples energy it should supply. For BH the correction is 1.90, 1.16 and 0.43 m\(E_\mathrm h\) at 5.0, 6.0 and 7.0 bohr, while the full step from CCSD to CCSDT is 2.84, 2.58 and 1.33 m\(E_\mathrm h\). Part of the correction belongs to the fragments and remains at long distance; it is 0.33 m\(E_\mathrm h\) at 9.0 bohr. Subtracting it leaves 1.57, 0.83 and 0.09 m\(E_\mathrm h\). A contribution that scales as \(t^2\) would fall steeply like this once CCSD underestimates the flip. The flip amplitude in the CCSD \(T_2\) is 0.60, 0.48 and 0.16 at these distances, against 0.70, 0.90 and 0.98 in FCI. Dividing the remainders by its square gives 4.3, 3.6 and 3.7 m\(E_\mathrm h\), roughly constant, as the \(t^2\) scaling requires. The CCSD amplitude at 6.0 bohr is 0.53 of the exact one, so the \(t=0.71\) deduced above from the CCSD(T) energy is an effective value and not the amplitude itself.

One feature lies outside the model. The hydrogen fluoride error has a small local maximum of 1.47 m\(E_\mathrm h\) at 3.0 bohr, before the main rise. It coincides with the grid maximum of \(w\Delta\), but no calculation here establishes the cause.

## What to do about it

**Do not use \(\langle S^2\rangle\) alone as a warning.** For BH it is 0.97 at the worst point and 1.00 at 9.0 bohr, where the error is smaller than near equilibrium. The warning sign for one breaking bond is \(\langle S^2\rangle\) near 1 together with a singlet–triplet gap that is small but not negligible. At the two error maxima the gap is 9 and 14 m\(E_\mathrm h\). A separate calculation on the high-spin triplet of the same spatial symmetry (here \({}^3\Sigma^+\)) gives an estimate of this gap, since that state needs no recoupling of the bond spins. The estimate inherits the error of the broken-symmetry singlet and serves for its scale only: for BH it gives 7.4 m\(E_\mathrm h\) at 6.0 bohr and 1.3 m\(E_\mathrm h\) at 7.0 bohr, where FCI gives 8.6 and 2.1.

**Trust the end points more than the path.** Between 2.4 and 9.0 bohr the BH error changes by only \(0.205-0.300\simeq-0.1\) m\(E_\mathrm h\), so the energy difference between these points is good relative to FCI. The outer part of the curve is not. From 6.0 to 9.0 bohr the FCI energy rises by 6.02 m\(E_\mathrm h\), while the CCSD(T) error falls by 1.23 m\(E_\mathrm h\). CCSD(T) therefore gives a rise of 4.79 m\(E_\mathrm h\), which is 20% too small. For hydrogen fluoride from 4.3 to 6.5 bohr the FCI rise is 8.85 m\(E_\mathrm h\) and the CCSD(T) rise 5.63 m\(E_\mathrm h\), 36% too small. Long-range forces and loosely bound vibrational levels depend on this region.

**Treat the triples fully if the system is small enough.** With CCSDT the BH error stays below 0.1 m\(E_\mathrm h\) in magnitude at all ten distances. If that is too expensive, a multireference method that includes both \(\Phi\) and \(\Phi'\) in its reference space removes the cause, because neither spin arrangement has to be reached as an excitation from the other. Its remaining dynamic correlation must be checked separately.

These conclusions concern one single bond breaking into fragments that CCSD(T) describes well. If several bonds break together, more spins must be recoupled and connected quadruples may matter. If a fragment is itself poorly described, the error need not fall at long distance, and its maximum need not be intermediate. The sizes of the errors belong to the small 6-31G basis and do not carry over to larger ones. In cc-pVDZ the BH error at 6.0 bohr is 3.5 m\(E_\mathrm h\) for CCSD(T) and 4.7 m\(E_\mathrm h\) for CCSD, against 1.4 and 2.6 m\(E_\mathrm h\) here. The position of the maximum was not determined in that basis. The grids are also coarse: they place the largest errors near 6.0 and 4.3 bohr without fixing the maxima more closely than the neighbouring points allow.

## Computed results

```
6-31G, lowest MO frozen; R in bohr; err = E - E(FCI) in mEh
BH: R, <S2>, w, gap/mEh, w*gap/mEh, err CCSD, CCSD(T), CCSDT
 2.4 -0.000 -0.000   288.44   -0.00   1.010   0.300   0.056
 3.2  0.000  0.000   166.38    0.00   1.147   0.308   0.051
 3.8  0.436  0.218   101.21   22.06   1.648   0.536   0.008
 4.2  0.669  0.335    69.89   23.38   2.096   0.662  -0.041
 4.6  0.806  0.403    46.62   18.79   2.500   0.755  -0.069
 5.0  0.887  0.443    30.00   13.30   2.781   0.882  -0.063
 5.5  0.943  0.472    16.48    7.77   2.868   1.159  -0.025
 6.0  0.972  0.486     8.63    4.19   2.594   1.432   0.018
 7.0  0.994  0.497     2.10    1.04   1.397   0.972   0.065
 9.0  1.000  0.500     0.07    0.04   0.539   0.205   0.029
BH: R, E(FCI)/Eh, UHF minus even-spin part/mEh, Fock cost of flip/Eh,
    norm of T3: perturbative, CCSDT, recoupled UHF
 2.4  -25.171973    0.00  0.000   0.0164   0.0240   0.0000
 3.2  -25.145489   -0.00  0.000   0.0187   0.0266   0.0000
 3.8  -25.118712   20.69  0.471   0.0221   0.0372   0.0015
 4.2  -25.103031   22.53  0.726   0.0245   0.0464   0.0062
 4.6  -25.090034   18.05  0.877   0.0264   0.0543   0.0118
 5.0  -25.080005   12.53  0.968   0.0272   0.0603   0.0165
 5.5  -25.071381    7.09  1.031   0.0256   0.0653   0.0208
 6.0  -25.066187    3.73  1.063   0.0210   0.0681   0.0241
 7.0  -25.061712    0.89  1.088   0.0126   0.0673   0.0279
 9.0  -25.060166    0.03  1.095   0.0112   0.0229   0.0295
HF molecule: R, E(FCI)/Eh, <S2>, w, gap/mEh, w*gap/mEh,
    err CCSD, CCSD(T)
 1.8  -100.115797 -0.000 -0.000   467.83   -0.00   1.109   0.438
 2.4  -100.069110  0.000  0.000   242.85    0.00   2.133   0.658
 2.7  -100.037976  0.449  0.225   166.23   37.34   2.915   1.348
 3.0  -100.010788  0.696  0.348   110.55   38.45   4.086   1.465
 3.3   -99.989192  0.829  0.414    71.29   29.53   5.433   1.320
 3.7   -99.969232  0.920  0.459    37.92   17.42   6.614   2.046
 4.3   -99.953823  0.974  0.487    13.60    6.62   5.217   3.447
 5.0   -99.947442  0.994  0.496     3.81    1.89   2.315   1.742
 6.5   -99.944971  1.001  0.500     0.19    0.10   0.677   0.226
BH: largest CCSD(T) error 1.432 mEh = 3.76 kJ/mol at R = 6.0 bohr
BH: largest w*gap at R = 4.2 bohr
HF molecule: largest CCSD(T) error 3.447 mEh = 9.05 kJ/mol at R = 4.3 bohr
HF molecule: largest w*gap at R = 3.0 bohr
BH checks at R = 5.0 bohr, deviations in Eh:
  CCSD(T) vs library 3.5e-08, all ranks vs FCI 2.9e-08
  bond pair alone, CCSD vs exact 1.7e-10
  <S2> of the odd-spin part of UHF: 2.000000
```
